\section*{The Nielsen-Martin stress theorem: stress from a single ground state, part 2}

We want the change of the ground-state energy $E$ of a crystal when its cell is strained, from the unstrained ground state $\Psi$ alone (normalized, nondegenerate). Hartree atomic units are used ($\hbar=m_e=e=4\pi\epsilon_0=1$), and $\Omega$ is the volume. For $N$ quantum particles $H=\sum_i\mathbf p_i^2/2m_i+U$, where the potential energy $U$ also depends on the lattice vectors $\mathbf a_k$ and the positions of clamped nuclei. A strain $S=1+\epsilon$ multiplies these data by $S$, keeping fractional coordinates fixed, and gives $H_\epsilon$. Stress and pressure are defined by
\begin{equation}
\Omega\,\sigma_{\alpha\beta}=\left.\frac{\partial E}{\partial\epsilon_{\alpha\beta}}\right|_{\epsilon=0},\qquad P=-\tfrac13\sum_\alpha\sigma_{\alpha\alpha}.
\label{eq:def}
\end{equation}
The volume obeys $\partial\Omega/\partial\epsilon_{\alpha\beta}=\Omega\delta_{\alpha\beta}$. The unitary map
\begin{equation}
(D_S\Psi)(\mathbf r_1,\dots,\mathbf r_N)=(\det S)^{-N/2}\,\Psi(S^{-1}\mathbf r_1,\dots,S^{-1}\mathbf r_N)
\label{eq:D}
\end{equation}
carries functions on the old cell to the strained one. As $D_S\Psi$ is an allowed trial function, $\bar E(\epsilon)=\langle D_S\Psi|H_\epsilon|D_S\Psi\rangle\ge E(\epsilon)$, with equality at $\epsilon=0$. With $\tilde H=D_S^{-1}H_\epsilon D_S$ it follows that
\begin{equation}
\left.\frac{\partial E}{\partial\epsilon_{\alpha\beta}}\right|_0=\left.\frac{\partial\bar E}{\partial\epsilon_{\alpha\beta}}\right|_0=\Big\langle\Psi\Big|\frac{\partial\tilde H}{\partial\epsilon_{\alpha\beta}}\Big|_0\Big|\Psi\Big\rangle .
\label{eq:HF}
\end{equation}
Let $T_{ab}=\sum_i\langle p_{ia}p_{ib}\rangle/2m_i$, with trace $T$, and let $S^{-T}$ be the transpose of the inverse. From $S^{-1}S^{-T}=1-\epsilon-\epsilon^T+O(\epsilon^2)$, the kinetic energy $\bar T$ of the strained state obeys
\begin{equation}
\bar T=T-\sum_{ab}(\epsilon_{ab}+\epsilon_{ba})T_{ab}+O(\epsilon^2),\qquad
\frac{\partial\bar T}{\partial\epsilon_{\alpha\beta}}=-T_{\alpha\beta}-T_{\beta\alpha}=-2T_{\alpha\beta}.
\label{eq:dT}
\end{equation}
With the virial tensor
\begin{equation}
U_{\alpha\beta}=-\Big\langle\frac{\partial}{\partial\epsilon_{\alpha\beta}}U(S\mathbf r;S\mathcal C)\Big|_0\Big\rangle ,
\label{eq:Udef}
\end{equation}
where $\mathcal C$ denotes the geometric data, the Nielsen-Martin stress theorem is
\begin{equation}
\Omega\,\sigma_{\alpha\beta}=-\left(2T_{\alpha\beta}+U_{\alpha\beta}\right).
\label{eq:theorem}
\end{equation}
For a finite collection without a lattice, with $i$ also counting clamped nuclei and $F_{i\alpha}=-\partial U/\partial r_{i\alpha}$,
\begin{equation}
U_{\alpha\beta}=-\sum_i\Big\langle r_{i\beta}\frac{\partial U}{\partial r_{i\alpha}}\Big\rangle=\sum_i\langle r_{i\beta}F_{i\alpha}\rangle .
\label{eq:rF}
\end{equation}
For central pair potentials $v_{ij}$, with $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$,
\begin{equation}
\frac{\partial v(|S\mathbf r|)}{\partial\epsilon_{\alpha\beta}}=v'(r)\frac{r_\alpha r_\beta}{r},\qquad
U_{\alpha\beta}=-\frac12\sum_{i\neq j}\Big\langle v_{ij}'(r_{ij})\frac{r_{ij\alpha}r_{ij\beta}}{r_{ij}}\Big\rangle ,
\label{eq:pair}
\end{equation}
and for Coulomb forces between charges $q_i$
\begin{equation}
U_{\alpha\beta}=\frac12\sum_{i\ne j}q_iq_j\Big\langle\frac{r_{ij\alpha}r_{ij\beta}}{r_{ij}^3}\Big\rangle .
\label{eq:coul}
\end{equation}

\section{The periodic crystal}

\noindent Q: I know a shorter argument that seems to destroy the theorem. In any eigenstate $\langle[H,A]\rangle=0$. Take $A=\sum_ir_{i\beta}p_{i\alpha}$. Then $[p_i^2/2m_i,\,r_{i\beta}p_{i\alpha}]=-ip_{i\beta}p_{i\alpha}/m_i$ and $[U,\,r_{i\beta}p_{i\alpha}]=i\,r_{i\beta}\partial_{i\alpha}U$, and the sum gives $-i(2T_{\alpha\beta}+U_{\alpha\beta})=0$ with (\ref{eq:rF}). Every system would be free of stress.

\medskip\noindent A: The commutators are right. The statement $\langle[H,A]\rangle=0$ needs $\langle\Psi|HA\Psi\rangle=\langle H\Psi|A\Psi\rangle$, which is an integration by parts whose surface terms cancel only if $A\Psi$ obeys the same boundary conditions as $\Psi$. For a periodic $\Psi$ the function $r_\beta p_\alpha\Psi$ is not periodic. A free particle in the plane wave $e^{i\mathbf G\cdot\mathbf r}$ shows the failure: your argument gives $G_\alpha G_\beta=0$. For this free particle the surface term that was dropped equals $-2iT_{\alpha\beta}=i\Omega\sigma_{\alpha\beta}$, so it carries the whole stress. With interactions the stress also contains the explicit dependence of $U$ on the cell, treated in the next answer. For a self-bound system of quantum particles in empty space, with the centre of mass at rest and its free motion separated off, the wave function of the relative coordinates decays, your argument is valid, and it agrees with the theorem: there $H_\epsilon=H$, the map $D_S$ takes the space onto itself, $E$ does not depend on $\epsilon$, and $2T_{\alpha\beta}+U_{\alpha\beta}=0$. The same holds for an atom with its one clamped nucleus at the origin.

\medskip\noindent Q: Can I at least keep (\ref{eq:rF}) in a crystal, summing over the particles of one cell?

\medskip\noindent A: No. Replacing particle $i$ by its image in the next cell changes $\sum_i r_{i\beta}F_{i\alpha}$ by $a_{k\beta}F_{i\alpha}$, so the sum depends on bookkeeping. The energy per cell depends on the lattice vectors explicitly, and the chain rule has a second term:
\begin{equation}
\frac{\partial U}{\partial\epsilon_{\alpha\beta}}=\sum_ir_{i\beta}\frac{\partial U}{\partial r_{i\alpha}}+\sum_ka_{k\beta}\frac{\partial U}{\partial a_{k\alpha}} .
\end{equation}
With one classical particle per cell the force on it vanishes by symmetry, and the whole virial comes from the second term. For short-ranged forces the pair form (\ref{eq:pair}), summed over all images, contains both terms, because the separation $\mathbf r_{ij}+\mathbf L$ with a lattice vector $\mathbf L$ is strained as a whole. For Coulomb forces that sum converges only conditionally, and the energy must first be defined.

\medskip\noindent Q: Define it.

\medskip\noindent A: Let $\mathbf G$ be the reciprocal lattice vectors, $\mathbf G\cdot\mathbf a_k\in2\pi\mathbb Z$. A lattice of unit charges has the density $\sum_{\mathbf L}\delta(\mathbf r-\mathbf L)=\Omega^{-1}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Removing the $\mathbf G=0$ term adds a uniform background of density $-1/\Omega$. The Poisson equation $\nabla^2\phi=-4\pi\rho$ is then solved term by term, since $\nabla^2e^{i\mathbf G\cdot\mathbf r}=-G^2e^{i\mathbf G\cdot\mathbf r}$:
\begin{equation}
\phi(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
\label{eq:phi}
\end{equation}
In a neutral cell, $\sum_iq_i=0$, the backgrounds cancel. The energy per cell is half the sum of each charge times the potential of all other charges, including its own images:
\begin{equation}
U=\frac12\sum_{i\ne j}q_iq_j\,\phi(\mathbf r_{ij})+\frac{\xi}{2}\sum_iq_i^2,\qquad \xi=\lim_{r\to0}\Big[\phi(\mathbf r)-\frac1r\Big].
\label{eq:Uper}
\end{equation}
Adding a constant $c$ to $\phi$ adds it to $\xi$ as well and changes $U$ by $\frac c2(\sum_iq_i)^2=0$, so the zero of $\phi$ is immaterial. Taking the potential itself to be periodic is a physical assumption, that of zero macroscopic electric field.

Under strain the condition on $\mathbf G\cdot\mathbf a_k$ is kept by $\mathbf G\to S^{-T}\mathbf G$, because $(S^{-T}\mathbf G)\cdot(S\mathbf a)=\mathbf G\cdot\mathbf a$. For the same reason every phase $\mathbf G\cdot\mathbf r_{ij}$ is unchanged. Only $\Omega$ and $G^2$ vary. The algebra of (\ref{eq:dT}) gives $\partial G^2/\partial\epsilon_{\alpha\beta}=-2G_\alpha G_\beta$, and $\partial\Omega/\partial\epsilon_{\alpha\beta}=\Omega\delta_{\alpha\beta}$ was found above. Therefore
\begin{align}
-\frac{\partial}{\partial\epsilon_{\alpha\beta}}\frac{4\pi}{\Omega G^2}&=\frac{4\pi}{\Omega^2G^2}\,\Omega\delta_{\alpha\beta}+\frac{4\pi}{\Omega G^4}\,(-2G_\alpha G_\beta)\nonumber\\
&=\frac{4\pi}{\Omega G^2}\Big(\delta_{\alpha\beta}-\frac{2G_\alpha G_\beta}{G^2}\Big).
\label{eq:kernel}
\end{align}
The virial tensor of any term built from $\phi$ is obtained by inserting the bracket of (\ref{eq:kernel}) into its Fourier sum.

\medskip\noindent Q: Is that the same object as $r_\alpha r_\beta/r^3$? The sign of the anisotropic part looks reversed.

\medskip\noindent A: It is its Fourier transform. The transform of $1/r$ is $4\pi/k^2$, as shown in the next answer. Substituting $\mathbf y=S\mathbf r$,
\begin{equation}
\int d^3r\,\frac{e^{-i\mathbf k\cdot\mathbf r}}{|S\mathbf r|}=\frac1{\det S}\int d^3y\,\frac{e^{-i(S^{-T}\mathbf k)\cdot\mathbf y}}{y}=\frac{4\pi}{\det S\,|S^{-T}\mathbf k|^2}.
\end{equation}
Minus the strain derivative of the left side is the transform of $r_\alpha r_\beta/r^3$, and minus that of the right side is $(4\pi/k^2)(\delta_{\alpha\beta}-2k_\alpha k_\beta/k^2)$. The reversed sign reflects that a function extended along one direction in real space is narrow along it in $k$ space. In the sum over a neutral cell the transform is multiplied by $|\sum_iq_ie^{i\mathbf k\cdot\mathbf r_i}|^2$, which for small $k$ is $(\mathbf k\cdot\boldsymbol\mu)^2$ with $\boldsymbol\mu=\sum_iq_i\mathbf r_i$ the dipole moment of the cell. The product tends, as $k\to0$, to a finite limit that depends on the direction of $\mathbf k$ unless $\boldsymbol\mu=0$. This is how the conditional convergence of the real-space sum shows itself, for the energy as well as for the stress.

\medskip\noindent Q: The series (\ref{eq:phi}) is useless between point nuclei, and $\xi$ is a difference of two infinities.

\medskip\noindent A: The Ewald splitting handles both. Write $\mathrm{erf}(\eta r)/r=(2/\sqrt\pi)\int_0^\eta e^{-t^2r^2}dt$ with any $\eta>0$. The transform of $e^{-t^2r^2}$ is $(\pi/t^2)^{3/2}e^{-k^2/4t^2}$, a product of three Gaussian integrals. With $u=k^2/4t^2$, $t^{-3}dt=-2\,du/k^2$,
\begin{equation}
2\pi\int_0^\eta\frac{dt}{t^3}\,e^{-k^2/4t^2}=\frac{4\pi}{k^2}\int_{k^2/4\eta^2}^\infty e^{-u}du=\frac{4\pi}{k^2}\,e^{-k^2/4\eta^2}.
\end{equation}
The limit $\eta\to\infty$ gives $4\pi/k^2$ for $1/r$. The short-ranged remainder $f(r)=\mathrm{erfc}(\eta r)/r$ then has the transform $\hat f(k)=4\pi(1-e^{-k^2/4\eta^2})/k^2$, and expanding the exponential gives $\hat f(0)=\pi/\eta^2$. The periodic function $\sum_{\mathbf L}f(|\mathbf r+\mathbf L|)$ has the Fourier series $\Omega^{-1}\sum_{\mathbf G}\hat f(G)e^{i\mathbf G\cdot\mathbf r}$. Split $4\pi/G^2$ in (\ref{eq:phi}) into the two transforms and move the $\mathbf G=0$ term of the short-ranged series to the other side:
\begin{equation}
\phi(\mathbf r)=\sum_{\mathbf L}f(|\mathbf r+\mathbf L|)+\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\Omega\eta^2}.
\end{equation}
In $\xi$ the $\mathbf L=0$ term minus $1/r$ is $-\mathrm{erf}(\eta r)/r\to-2\eta/\sqrt\pi$, by the integral representation at $r=0$. Insert both in (\ref{eq:Uper}) for a set of point charges of total charge $Q$, with $\rho(\mathbf G)=\sum_iq_ie^{i\mathbf G\cdot\mathbf r_i}$. The $i=j$ terms supplied by $\xi$ complete the double sums, $\sum_{ij}q_iq_je^{i\mathbf G\cdot\mathbf r_{ij}}=|\rho(\mathbf G)|^2$ and $\sum_{ij}q_iq_j=Q^2$:
\begin{align}
E_{\rm Ew}&=\frac12{\sum_{ij\mathbf L}}'q_iq_jf(|\mathbf r_{ij}+\mathbf L|)+\sum_{\mathbf G\ne0}g(\mathbf G)-\frac{\eta}{\sqrt\pi}\sum_iq_i^2+b,\nonumber\\
g(\mathbf G)&=\frac{2\pi}{\Omega}|\rho(\mathbf G)|^2\frac{e^{-G^2/4\eta^2}}{G^2},\qquad b=-\frac{\pi Q^2}{2\Omega\eta^2}.
\end{align}
The prime omits $i=j$ at $\mathbf L=0$. Since $E_{\rm Ew}$ does not depend on $\eta$ in any cell, $\eta$ may be held fixed while straining. The first term is a pair sum, to which (\ref{eq:pair}) applies with $-f'(r)=\mathrm{erfc}(\eta r)/r^2+(2\eta/\sqrt\pi)e^{-\eta^2r^2}/r$. For $g$, take the logarithm: $\ln g=-\ln\Omega-G^2/4\eta^2-\ln G^2+{\rm const}$, whose derivative is $-\delta_{\alpha\beta}+2G_\alpha G_\beta(1/4\eta^2+1/G^2)$. The third term is constant, and $b\propto1/\Omega$ has derivative $-b\delta_{\alpha\beta}$. With $\mathbf R=\mathbf r_{ij}+\mathbf L$,
\begin{align}
U^{\rm Ew}_{\alpha\beta}={}&\frac12{\sum_{ij\mathbf L}}'q_iq_j\Big[\frac{\mathrm{erfc}(\eta R)}{R^3}+\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2R^2}}{R^2}\Big]R_\alpha R_\beta\nonumber\\
&+\sum_{\mathbf G\ne0}g(\mathbf G)\Big[\delta_{\alpha\beta}-2G_\alpha G_\beta\Big(\frac1{G^2}+\frac1{4\eta^2}\Big)\Big]+b\,\delta_{\alpha\beta}.
\label{eq:Uew}
\end{align}
Small $\eta$ puts the weight on the real-space kernel of (\ref{eq:coul}), large $\eta$ on the kernel (\ref{eq:kernel}).

\section{The trace}

\noindent Q: How does the virial theorem come out, and is ``$3PV=2T+V$'' true as written?

\medskip\noindent A: Take $\epsilon_{\alpha\beta}=h\delta_{\alpha\beta}$. Then $dE/dh=\sum_\alpha\Omega\sigma_{\alpha\alpha}=-3P\Omega$ by (\ref{eq:def}), while the volume is $\Omega(1+h)^3$, with derivative $3\Omega$ at $h=0$. Dividing, $dE/d\Omega=-P$, so $P$ is the thermodynamic pressure for a change of volume at fixed shape. The trace of (\ref{eq:theorem}) gives, in general,
\begin{equation}
3P\Omega=2T+\sum_\alpha U_{\alpha\alpha}.
\label{eq:gentrace}
\end{equation}
Suppose $U$ is homogeneous of degree $n$ in all lengths, including those in $\mathcal C$: $U\to(1+h)^nU$. Then $\sum_\alpha U_{\alpha\alpha}=-d\langle U\rangle/dh=-nU$, writing $U$ for the expectation value. The bare Coulomb interaction has $n=-1$. This is seen directly in (\ref{eq:coul}), where $\sum_\alpha r_\alpha^2/r^3=1/r$, and in (\ref{eq:kernel}), where the trace of the bracket is $3-2=1$. Hence
\begin{equation}
3P\Omega=2T+U .
\label{eq:virial}
\end{equation}
The quoted form is true with the first $V$ read as the volume and the second as the full Coulomb energy, nucleus-nucleus repulsion included, and with $T$ the kinetic energy of all quantum particles. Together with $E=T+U$ it gives $T=3P\Omega-E$ and $U=2E-3P\Omega$, so an equation of state $E(\Omega)$ of a Coulomb system separates into its kinetic and potential parts.

\medskip\noindent Q: Show me limits that I can check by other means.

\medskip\noindent A: For free particles $U=0$ and $P=2T/3\Omega$. Directly, all wave vectors scale as $\Omega^{-1/3}$, so $E=T\propto\Omega^{-2/3}$ and $-dE/d\Omega=2T/3\Omega$. For a lattice of classical charges $T=0$, $E=U\propto\Omega^{-1/3}$ and $P=U/3\Omega$, negative when $U$ is negative, so such a lattice cannot be in equilibrium at zero pressure. At $P=0$ one has $T=-E$ and $U=2E$, as for an atom. For an isolated diatomic molecule with clamped nuclei at distance $d$, the strain changes only $d\to(1+h)d$, so $dE/dh=d\,dE/dd$ and the theorem reads $2T+U=-d\,dE/dd$, the molecular virial theorem.

\medskip\noindent Q: And where does (\ref{eq:virial}) fail?

\medskip\noindent A: Wherever a fixed length enters the energy. For a screened pair potential $v=e^{-\kappa r}/r$, the trace of the kernel in (\ref{eq:pair}) is $-rv'=(1+\kappa r)v$, not $v$. A pseudopotential has a core radius, so (\ref{eq:theorem}) and (\ref{eq:gentrace}) hold with $U_{\alpha\beta}$ computed from (\ref{eq:Udef}), and (\ref{eq:virial}) does not. In Kohn-Sham density-functional theory the energy is stationary with respect to the orbitals, so the straining argument carries over, but the exchange-correlation energy is not homogeneous of degree $-1$. In the local density approximation, $E_{xc}=\int n\,e_{xc}(n)\,d^3r$, the strained density takes the value $n/\det S$ at the displaced point while the volume element grows by $\det S$, so $E_{xc}(\epsilon)=\int n\,e_{xc}(n/\det S)\,d^3r$ and
\begin{equation}
\frac{\partial E_{xc}}{\partial\epsilon_{\alpha\beta}}=-\delta_{\alpha\beta}\int n^2e_{xc}'(n)\,d^3r=\delta_{\alpha\beta}\int n\,(e_{xc}-v_{xc})\,d^3r ,
\end{equation}
using $v_{xc}=e_{xc}+ne_{xc}'$. The trace of the virial part, $3\int n(v_{xc}-e_{xc})$, equals $E_{xc}$ for every density only if $3ne'_{xc}=e_{xc}$, that is $e_{xc}\propto n^{1/3}$, which is exchange alone. Putting the Kohn-Sham kinetic energy in place of $T$ and $E-T_s$ in place of $U$ in (\ref{eq:virial}) is therefore wrong once correlation is included. The factor 2 fails for relativistic motion: for $\sqrt{p^2c^2+m^2c^4}$ the strain derivative is $-c^2p_\alpha p_\beta/\sqrt{p^2c^2+m^2c^4}$, whose trace tends to $-pc$ at large $p$, one times the kinetic energy.

\section{Walls, bases and internal coordinates}

\noindent Q: A periodic cell has no wall on which a pressure could act. How do I know that $P$ is a force per area?

\medskip\noindent A: Put the particles in a container described by a confining potential $v(\mathbf r)$, and strain the container: $v_\epsilon(\mathbf r)=v(S^{-1}\mathbf r)$, $H_\epsilon=T+U+\sum_iv_\epsilon(\mathbf r_i)$, with $U$ the interaction among the particles only. The derivative of $E$ can be found in two ways. After the map $D_S$ the wall term is $v(S^{-1}S\mathbf r)=v(\mathbf r)$, independent of $\epsilon$, so (\ref{eq:theorem}) holds with the wall left out of $U_{\alpha\beta}$. Alternatively, the space of square-integrable functions is the same for all $\epsilon$, so the argument leading to (\ref{eq:HF}) applies to $H_\epsilon$ itself with the unstrained $\Psi$ as trial function. Since $(S^{-1}\mathbf r)_a=r_a-\sum_b\epsilon_{ab}r_b+O(\epsilon^2)$, the chain rule gives $\partial v_\epsilon/\partial\epsilon_{\alpha\beta}=-r_\beta\partial_\alpha v$, and
\begin{equation}
\frac{\partial E}{\partial\epsilon_{\alpha\beta}}=-W_{\alpha\beta},\qquad W_{\alpha\beta}=\sum_i\langle r_{i\beta}\,\partial_\alpha v(\mathbf r_i)\rangle .
\label{eq:W}
\end{equation}
Equating the two results,
\begin{equation}
2T_{\alpha\beta}+U_{\alpha\beta}=W_{\alpha\beta}.
\label{eq:wall}
\end{equation}
$+\nabla v$ is the force of a particle on the wall. For a steep wall that feels a uniform force $P_w\,\mathbf n\,dA$ on each element with outward normal $\mathbf n$, the divergence theorem gives $W_{\alpha\beta}=\oint P_wn_\alpha r_\beta\,dA=P_w\int\partial_\alpha r_\beta\,d^3r=P_w\Omega\delta_{\alpha\beta}$. The trace of (\ref{eq:wall}) with (\ref{eq:gentrace}) then gives $P=P_w$. For a soft wall the volume inside any equipotential surface scales as $\det S$, so the product $P\Omega$ is well defined although $\Omega$ alone is not.

\medskip\noindent Q: My ground state is never exact. It is the best state in a finite basis.

\medskip\noindent A: The inequality $\bar E\ge E$ needed only that $D_S\Psi$ lie in the space over which $E(\epsilon)$ is minimized. If the basis of the strained system is $D_S$ applied to the old basis, this is so, and the theorem is exact for the energy in that basis. A fixed list of plane waves has this property, because $D_S$ turns $e^{i\mathbf G\cdot\mathbf r}$ into $e^{i(S^{-T}\mathbf G)\cdot\mathbf r}$ times a constant. The result is the derivative of the approximate energy, which is not the true stress. Write the energy with cutoff $E_c$ as $E_\infty+\Delta(h,E_c)$, with $\Delta\ge0$ falling as $E_c$ rises, and treat it as smooth in $E_c$. For a fixed list the cutoff follows the strain as $E_c(1+h)^{-2}$, so
\begin{equation}
\frac{dE}{dh}\Big|_{\rm list}=\frac{dE}{dh}\Big|_{E_c}-2E_c\frac{\partial E}{\partial E_c}.
\label{eq:pulay}
\end{equation}
The last term is positive, so it adds a negative amount to $3P\Omega=-dE/dh$. Shrinking the cell improves the basis, and the formula reports this as an inward pull. The term is called the Pulay stress, and it pushes a cell relaxed with this stress at too low a cutoff toward too small a volume. For atom-centred functions of fixed shape, $D_S\Psi$ leaves the basis, and (\ref{eq:theorem}) is not even the derivative of the approximate energy until the basis is close to complete.

\medskip\noindent Q: You clamp fractional coordinates. In a real deformation the atoms shift within the cell.

\medskip\noindent A: Let $s$ denote the fractional coordinates and $s(\epsilon)$ any rule for moving them. Then $dE/d\epsilon_{\alpha\beta}=\partial E/\partial\epsilon_{\alpha\beta}|_s+\sum(\partial E/\partial s)(\partial s/\partial\epsilon_{\alpha\beta})$. The derivatives $\partial E/\partial s$ are linear combinations of the forces on the nuclei. If these vanish, the stress is the same for every rule, the relaxed one included. If they do not, (\ref{eq:theorem}) gives the stress at fixed $s$, and another rule gives another number.

The virial tensor of a periodic Coulomb system is now in computable form, the relation $3P\Omega=2T+U$ has been derived along with the cases where it fails, and the roles of walls, finite bases and internal coordinates are settled. What remains is to test the theorem numerically, on a model crystal and on two electrons in a container.
